# Quantum defect method for the band bottom of sodium

## Exercise

A sodium crystal is divided into cells, each replaced by a sphere of equal volume with radius $r_s=3.93$ bohr. One valence electron moves in the field of the ion at the centre. Outside the ion core its potential energy is $-1/r$, in atomic units. The free atom has these s levels:

| level | $E$ (eV) |
|---|---|
| 3s | −4.947069 |
| 4s | −1.907691 |
| 5s | −1.007870 |

They are computed frozen-core Hartree–Fock levels: the Na$^+$ core is solved self-consistently, then held fixed while the valence electron moves in its Coulomb and nonlocal exchange field.

(a) Construct the s function outside the core from Coulomb functions and a quantum defect. (b) Find the energy $E_0$ at which its radial part has zero slope at $r_s$. (c) Compare $E_0$ with the 3s level, and decide whether the difference is the binding energy of the metal.

## Hints

1. Write $E=-1/(2\nu^2)$. The core acts on the outside function through one number, the mixing ratio of two Coulomb solutions.
2. Choose two solutions that vary smoothly with $E$, including at $E=0$. The mixing then does so too, and can be continued from the atomic levels to lower energy.
3. In the atom the growing part must vanish at infinity. In the crystal the slope must vanish at $r_s$.
4. Electrons in a band do not all sit at its bottom.

## Full solution

### The boundary condition

The lowest band state has wave vector zero, so it is periodic. It is also even about each nucleus. For a lattice vector $\mathbf R$ this gives $\psi(\mathbf R-\mathbf r)=\psi(\mathbf r)$: the state is even about the centre of the cell face that bisects $\mathbf R$. Its normal derivative is therefore odd across that face and averages to zero over it. On the equivalent sphere we keep the s wave and require

$$R'(r_s)=0,\qquad R=u/r .$$

The sphere is an approximation to the true polyhedral cell.

### Two smooth Coulomb solutions

Outside the core,

$$u''+\left(2E+\frac2r\right)u=0. \tag{1}$$

Let $f$ be the solution that starts as $f=r-r^2+\dots$. Let $k$ be the one that starts as

$$k=1-2r\,(\ln 2r+2\gamma-1)+\dots,$$

with $\gamma$ Euler's constant. The logarithm is forced by (1), since $u\to1$ requires $u''\approx-2/r$. Neither start contains $E$, and $E$ enters (1) linearly, so at fixed $r$ both functions are convergent power series in $E$.

They are easily evaluated. With $f=\sum_{j\ge1}a_jr^j$, $a_0=0$, $a_1=1$, equation (1) gives

$$j(j-1)a_j=-2a_{j-1}-2Ea_{j-2}\quad(j\ge2).$$

Put $k=-2f\ln(2r)+\sum_{j\ge0}p_jr^j$. Differentiating the logarithm leaves the source $4f'/r-2f/r^2$ for the second sum, hence $p_0=1$, $p_1=2-4\gamma$ and

$$j(j-1)p_j=(4j-2)a_j-2p_{j-1}-2Ep_{j-2}\quad(j\ge2).$$

### The decaying solution

Try $u=r\int e^{-qr}\varphi(q)\,dq$ in (1). Since $(re^{-qr})''=(q^2r-2q)e^{-qr}$, the left side becomes

$$\int\left[(q^2-\nu^{-2})r-2q+2\right]\varphi\,e^{-qr}dq .$$

Replace $re^{-qr}$ by $-\partial_q e^{-qr}$ and integrate by parts. If the end terms vanish, we need $(q^2-\nu^{-2})\varphi'+2\varphi=0$, so

$$\varphi=\left(\frac{q+1/\nu}{q-1/\nu}\right)^{\nu}.$$

With $q=(1+2t)/\nu$ and $z=2r/\nu$, this gives for $0<\nu<1$ the decaying solution

$$w=\frac{\sin\pi\nu}{2\pi}\,z\,e^{-z/2}\int_0^\infty e^{-zt}\left(1+\frac1t\right)^{\nu}dt. \tag{2}$$

For $\nu\ge1$ the factor $\sin\pi\nu$ times the integral is replaced by $i/2$ times the integral of $e^{-zt}(1+t)^\nu(-t)^{-\nu}$ along a loop that comes from $+\infty$ just above the real axis, passes around $t=0$ on a small circle, and returns to $+\infty$ just below the axis. On the two sides $(-t)^{-\nu}$ equals $t^{-\nu}e^{\pm i\pi\nu}$, so for $\nu<1$ the two expressions agree. The loop integral is analytic in $\nu$, has no end terms, and still decays when the loop radius is below $1/2$. In standard notation $w=\nu W_{\nu,1/2}(z)/[2\Gamma(1+\nu)]$.

We now need $w$ near the origin through order $r$. Split off the 1 in the integrand:

$$z\int_0^\infty e^{-zt}\left(1+\frac1t\right)^\nu dt=1+z\int_0^\infty e^{-zt}\left[\left(1+\frac1t\right)^\nu-1\right]dt .$$

The bracket falls as $\nu/t$. Cutting at $T$ with $1\ll T\ll1/z$, the outer part is $\nu(-\gamma-\ln zT)$ and the inner part is $C+\nu\ln T$. To find $C$, set $x=t/(1+t)$ and $X=T/(1+T)$, and use $(1-x)^{-2}=\frac{d}{dx}\frac{x}{1-x}$:

$$\int_0^X\frac{x^{-\nu}dx}{(1-x)^2}=\frac{X^{1-\nu}}{1-X}+\nu\int_0^X\frac{x^{-\nu}}{1-x}dx .$$

For large $T$ the first term is $T+\nu$. The second is $\nu\ln T-\nu[\psi(1-\nu)+\gamma]$, from the integral $\psi(s+1)+\gamma=\int_0^1\frac{1-x^s}{1-x}dx$ with $s=-\nu$. Subtracting $T$ gives $C=\nu-\nu[\psi(1-\nu)+\gamma]$. Including $e^{-z/2}\approx1-r/\nu$ and $\nu z=2r$,

$$w=\frac{\sin\pi\nu}{2\pi}\left\{1-\frac r\nu-2r\left[\ln\frac{2r}{\nu}+\psi(1-\nu)+2\gamma-1\right]+\dots\right\}.$$

Insert $\psi(1-\nu)=\psi(\nu)+\pi\cot\pi\nu$. The cotangent contributes $-r\cos\pi\nu$. The other terms match the starts of $k$ and $f$, and these two orders fix a solution of (1). Thus

$$w=\sin(\pi\nu)\,g-\cos(\pi\nu)\,f,\qquad g=\frac{k-2h f}{2\pi}, \tag{3}$$

$$h(\nu)=\psi(\nu)+\frac1{2\nu}-\ln\nu .$$

Both sides are analytic for $\nu>0$, so (3) holds beyond $\nu=1$.

The large-$\nu$ expansion of $\psi$ gives $h=-1/(12\nu^2)+1/(120\nu^4)-\dots=E/6+E^2/30+\dots$. The odd power $1/(2\nu)$, a square root in $E$, has cancelled. Hence $g$ is smooth as $E\to0^-$. From the starts, $fg'-f'g=-1/(2\pi)$, so $f$ and $g$ are independent and describe every outside solution.

### The quantum defect

Write the outside function as

$$u=\cos(\pi\mu)\,f+\sin(\pi\mu)\,g. \tag{4}$$

For a local core potential, the solution leaving the nucleus with a fixed start depends smoothly on $E$. Its two coefficients along $f$ and $g$ are then smooth, and so is the angle $\pi\mu(E)$. For nonlocal exchange we assume the same and check the outcome below. Adding an integer to $\mu$ changes at most the sign of $u$.

Solve (3) for $g$, insert it in (4), and multiply by $\sin\pi\nu$:

$$u\propto\sin[\pi(\nu+\mu)]\,f+\sin(\pi\mu)\,w. \tag{5}$$

For non-integer $\nu$ the function $f$ grows at infinity. An atomic level therefore needs $\sin[\pi(\nu+\mu)]=0$, or

$$\nu_n=n-\mu(E_n),\qquad E_n=-\frac1{2[n-\mu(E_n)]^2}.$$

The levels given correspond to $\nu=1.65839$, 2.67058 and 3.67416. Their defects are $\mu=1.34161$, 1.32942 and 1.32584. All six decimals of the levels are needed: rounding them to four decimals can move the $E_0$ found below anywhere between −8.020 and −8.034 eV, because the continuation amplifies errors in 4s and 5s.

### Continuing the defect and solving for $E_0$

Pass a quadratic through the three defects, with energies in eV. The first divided differences are

$$\frac{1.32942-1.34161}{3.0394}=-0.00401,\qquad\frac{1.32584-1.32942}{0.8998}=-0.00398$$

per eV. These are nearly equal, so the second divided difference needs more digits than are shown. With unrounded defects it is about $1.0\times10^{-5}$ per eV². Therefore

$$\mu(E)\approx1.34161-0.00401(E+4.9471)+1.0\times10^{-5}(E+4.9471)(E+1.9077).$$

Dividing (5) by $r$ and setting the slope to zero gives the equation for $E_0$:

$$\sin[\pi(\nu+\mu)]\left(\frac fr\right)'_{r_s}+\sin(\pi\mu)\left(\frac wr\right)'_{r_s}=0. \tag{6}$$

The multiplication by $\sin\pi\nu$ that led to (5) has added a false root at $\nu=1$: there $w=f$, and the combination in (5) vanishes identically for any $\mu$. The root we want lies between this energy and 3s and has $\nu=1.30213$. The quadratic there gives $\mu=1.34161+0.01234+0.00019\approx1.3541$. The two terms of (6) are

$$0.88189(-0.046026)=-0.04059,\qquad(-0.89684)(-0.045259)=+0.04059,$$

and they cancel. The result is

$$E_0=-0.2949\ \text{hartree}=-8.024\ \text{eV}.$$

A linear continuation from 3s and 4s gives −8.023 eV. A cubic that includes 6s gives −8.024 eV. Holding the defect at its 3s value gives −7.917 eV, so its energy dependence matters at the level of 0.1 eV.

### A check without Coulomb functions

The same frozen Hartree–Fock operator can be diagonalized directly inside the sphere with $R'(r_s)=0$. This uses neither (5) nor any continuation, and gives −8.019 eV. The quantum defect result lies 0.005 eV lower. Raising the order of the radial elements from 12 to 16 and the atomic box from 160 to 230 bohr moves the 3s level and the direct $E_0$ by less than $10^{-9}$ eV.

The wave functions can be compared too. At 3 bohr, $R/R(r_s)$ is 1.0195 from (5) and 1.0187 directly. At 2 bohr the values are 0.941 and 0.930: there the core is already felt and (5) is losing validity. The function is nearly flat in the outer cell, and the direct density at $r_s$ is 1.05 times the cell mean. This flatness favours the spherical approximation, but does not measure its error.

### Comparison with the 3s level

$$E_0-E_{3s}=-8.024+4.947=-3.077\ \text{eV}.$$

The sign can be understood from the slope. For two solutions regular at the nucleus, with energies $E_1,E_2$ in the same local potential, $(u_1u_2'-u_2u_1')'=2(E_1-E_2)u_1u_2$. Integrate from 0 to $r_s$, divide by $u_1u_2$ at $r_s$, and let the energies meet:

$$\frac{\partial}{\partial E}\frac{R'(r_s)}{R(r_s)}=-\frac{2}{u(r_s)^2}\int_0^{r_s}u^2dr<0 .$$

A symmetric exchange kernel confined to the cell cancels from this identity. The atomic 3s function is falling at $r_s$. The leading form of its tail, $r^{\nu-1}e^{-r/\nu}$, already falls beyond $\nu(\nu-1)\approx1.1$ bohr; the outer maximum of the full function lies farther out, near 2.3 bohr, but still well inside $r_s$. Raising its slope to zero therefore requires a lower energy.

The 3.08 eV is not the binding energy, because the electrons fill the band up to the Fermi wave vector $k_F$. With one electron per cell and two spins, $k_F^3=3\pi^2\cdot3/(4\pi r_s^3)$, so $k_F=(9\pi/4)^{1/3}/r_s$. If the band has the free-electron mass, the mean of $k^2/2$ over the filled sphere is

$$\frac{3}{k_F^3}\int_0^{k_F}\frac{k^4}{2}dk=\frac{3k_F^2}{10}=1.947\ \text{eV}.$$

The mean band energy is then $-8.024+1.947=-6.077$ eV, which is 1.13 eV below 3s. A mass 10 % heavier would lower the kinetic term by 0.18 eV, and one 10 % lighter would raise it by 0.22 eV. The band mass is not computed here, so neither the size nor the sign of this correction is fixed.

### Sodium metal and the neglected terms

The chosen radius corresponds to a bcc lattice parameter of 0.4224 nm, close to that of sodium metal. The cell calculation contains no repulsion among valence electrons. For a uniform electron density, the Hartree energy per cell is $0.6/r_s=4.15$ eV, exchange is −3.17 eV and correlation in the PW92 functional is −0.88 eV. Their sum is +0.11 eV, so the estimated binding becomes about 1.0 eV. The measured cohesive energy is roughly 1.1 eV. The agreement rests partly on this cancellation and on the free-electron mass, and is not evidence that each term is accurate.

The frozen core also omits its polarization by the valence electron. The Hartree–Fock polarizability of Na$^+$ is $\alpha=0.945$ bohr³. A potential $-\alpha\,[1-e^{-(r/r_c)^6}]/(2r^4)$ with $r_c=1.5$ or 2.0 bohr lowers 3s by 0.169 or 0.120 eV and $E_0$ by 0.248 or 0.185 eV. The gap between them grows by 0.079 or 0.065 eV; the exact amount depends on the form chosen for the cutoff. This exceeds the 0.005 eV error of the quantum defect step, which is relative to the frozen-core model and not to experiment. Relativity and the true cell shape have not been sized here.

## Variation 1: a larger cell

**Repeat the calculation for $r_s=5$ bohr with the same defects. What happens as $r_s\to\infty$?**

Equation (6) at the new radius gives $E_0=-7.047$ eV, and direct diagonalization agrees to 0.001 eV. The band bottom is now 2.10 eV below 3s. The mean kinetic energy scales as $r_s^{-2}$ and falls to $1.947(3.93/5)^2=1.20$ eV. Before valence interactions are added, the balance is $2.10-1.20=0.90$ eV, smaller than the 1.13 eV at 3.93 bohr.

As $r_s\to\infty$, $(f/r)'$ grows exponentially while $(w/r)'$ decays. Equation (6) then forces $\sin[\pi(\nu+\mu)]\to0$, and the band bottom returns to the atomic level. In that limit the one-electron band picture itself fails for the metal, since the electrons localize on separate atoms.

Near 3.93 bohr, a 1 % larger radius raises $E_0$ by 0.035 eV and lowers the kinetic term by $1.947(1-1.01^{-2})=0.038$ eV. The two nearly cancel, so their sum is almost stationary there.

## Variation 2: how accurate must the defect be?

**Estimate $dE_0/d\mu$ and use it to account for the 0.005 eV error.**

Near the band bottom, the pairs $(\mu,E)$ that satisfy (6) lie on one curve. Two points are known: $(1.34161,-7.9173)$ from the constant defect and $(1.35414,-8.0244)$ from the quadratic. Their mean slope is

$$\frac{-8.0244+7.9173}{1.35414-1.34161}\approx-8.5\ \text{eV}.$$

In the atom, $dE/d\mu=-1/\nu^3$, which for 3s is about −6.0 eV. At 3.93 bohr the band bottom is the more sensitive of the two. This depends on the radius: at 5 bohr $dE_0/d\mu$ is about −5.0 eV, smaller in size than the atomic value.

At the direct $E_0$, zero slope requires $\mu=1.35354$, while the quadratic supplies 1.35412. The excess of 0.00058 shifts the energy by $-8.5\times0.00058\approx-0.005$ eV, which is the observed error. Because the cubic gives the same $E_0$ as the quadratic, the order of the polynomial is not the evident cause. The cause is the small part of the core that still reaches $r_s$. Solve the frozen-core equation at the direct $E_0$ out to a matching radius and read $\mu$ from (4) there: matching at 3.93, 5, 6 and 8 bohr gives 1.35354, 1.35403, 1.35410 and 1.35412. The limit agrees with the quadratic, so the continuation is accurate, and the 0.00058 comes from the core field beyond $r_s$, which the atomic defect includes and the cell does not.

The full set of computed values is in the numerical output below.

## Computed results

```
cell radius r_s = 3.93 bohr = 0.2080 nm
bcc lattice parameter = 0.4224 nm
Na+ core orbital energy 1s = -1109.13 eV
Na+ core orbital energy 2s = -83.64 eV
Na+ core orbital energy 2p = -48.90 eV
largest core difference from Gaussian basis = 0.0039 eV
atom 3s: E = -4.9471 eV, nu = 1.65839, mu = 1.34161
atom 4s: E = -1.9077 eV, nu = 2.67058, mu = 1.32942
atom 5s: E = -1.0079 eV, nu = 3.67416, mu = 1.32584
atom 6s: E = -0.6223 eV, nu = 4.67569, mu = 1.32431
E0, constant defect of 3s = -7.9173 eV
E0, linear defect (3s,4s) = -8.0228 eV
E0, quadratic defect (3s-5s) = -8.0244 eV = -0.29489 hartree
E0, cubic defect (3s-6s) = -8.0244 eV
E0, direct cell diagonalization = -8.0193 eV
quantum defect method minus direct = -0.0051 eV
at E0: nu = 1.30213, extrapolated mu = 1.35414
at direct E0: mu extrapolated 1.35412, needed 1.35354
coefficient of f, sin(pi(nu+mu)) = 0.88189
coefficient of w, sin(pi mu) = -0.89684
slopes at r_s: (f/r)' = -0.046026, (w/r)' = -0.045259 (atomic units)
band bottom minus atomic 3s = -3.0774 eV
R(2 bohr)/R(r_s): Coulomb 0.9411, direct 0.9297
R(3 bohr)/R(r_s): Coulomb 1.0195, direct 1.0187
density at r_s over cell mean (direct) = 1.0485
r_s = 5 bohr: E0 = -7.0474 eV, direct -7.0471 eV
mesh and box shift of 3s = 4.7e-11 eV
mesh and box shift of direct E0 = 5.4e-11 eV
free-electron mean kinetic energy = 1.947 eV
3s minus (E0 + mean kinetic energy) = 1.131 eV
kinetic change for 10 % heavier mass = -0.177 eV
neglected Hartree energy per electron = 4.154 eV
neglected exchange per electron = -3.172 eV
neglected correlation per electron (PW92) = -0.875 eV
sum of these three = 0.107 eV
Na+ polarizability (Hartree-Fock) = 0.945 bohr^3
core polarization, cutoff 1.5 bohr: 3s -0.169 eV, E0 -0.248 eV
core polarization, cutoff 2.0 bohr: 3s -0.120 eV, E0 -0.185 eV
E0 change for 1 % larger r_s = 0.0349 eV
```
